# The Krakauer-Posternak-Freeman film basis: matching plane waves to the vacuum: a numerical check

```python
"""
Film basis of the LAPW method (Krakauer-Posternak-Freeman), Hartree atomic units.

Result under test: inside |z| < D/2 a basis function is exp(i q.r) exp(i kn z)/sqrt(Dt),
kn = 2 pi n / Dt, Dt > D.  Outside, with zeta = |z| - D/2, it is A u(zeta) + B udot(zeta)
times the same exp(i q.r)/sqrt(Dt), where
    (-1/2 d2/dzeta2 + V - eps) u = 0,   (-1/2 d2/dzeta2 + V - eps) udot = u,
    eps = Ev - q^2/2,  <u|u> = 1,  <u|udot> = 0,  u udot' - udot u' = 2 at zeta = 0,
    A = exp(i s kn D/2) (udot' - i s kn udot)/2,
    B = exp(i s kn D/2) (i s kn u - u')/2,      s = +1 upper face, -1 lower face.
Model potential: -V0 inside, -V0 exp(-ALPHA zeta) outside; optional corrugation
2 VG (cos Gx + cos Gy) inside, multiplied by exp(-BETA zeta) outside.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jv, jvp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
D, DT, NMAX = 10.0, 13.0, 14
V0, ALPHA = 0.5, 0.8
VG, BETA, LATTICE = 0.08, 1.5, 5.0
EV = -0.30
K_BLOCH = np.array([0.2, 0.1])
ZMAX = 30.0


def panel_quadrature(start, stop, order):
    """Gauss-Legendre nodes and weights on panels of unit length."""
    x, w = np.polynomial.legendre.leggauss(order)
    left = np.arange(start, stop)
    nodes = (left[:, None] + 0.5 * (x[None, :] + 1.0)).ravel()
    return nodes, np.tile(0.5 * w, len(left))


ZETA, WEIGHT = panel_quadrature(0.0, ZMAX, 10)


def vacuum_pair(eps):
    """Decaying u and udot by inward integration, normalized and orthogonalized."""
    kappa = np.sqrt(-2.0 * eps)

    def rhs(z, y):
        f = 2.0 * (-V0 * np.exp(-ALPHA * z) - eps)
        return [y[1], f * y[0], y[3], f * y[2] - 2.0 * y[0]]

    sol = solve_ivp(rhs, (ZMAX, 0.0), [1.0, -kappa, 0.0, 1.0 / kappa],
                    method="DOP853", rtol=1e-12, atol=1e-12, max_step=0.1,
                    t_eval=np.append(ZETA[::-1], 0.0))
    assert sol.success
    y = sol.y / np.sqrt(np.sum(WEIGHT * sol.y[0, :-1][::-1] ** 2))
    mix = np.sum(WEIGHT * (y[0] * y[2])[:-1][::-1])
    y[2:] -= mix * y[:2]
    funcs = np.array([y[0, :-1][::-1], y[2, :-1][::-1]])
    return {"edge": y[:, -1], "funcs": funcs,
            "norm": np.sum(WEIGHT * funcs[1] ** 2)}


def matching(pair, kn, side):
    """Coefficients A, B of the derived formula (factor 1/sqrt(Dt) left out)."""
    u, du, ud, dud = pair["edge"]
    phase = np.exp(1j * side * kn * D / 2)
    return (phase * (dud - 1j * side * kn * ud) / 2,
            phase * (1j * side * kn * u - du) / 2)


def film(q_vectors, ev, dt=DT, nmax=NMAX, vg=0.0, vacuum_coupling=True):
    """Hamiltonian, overlap, vacuum overlap; channel 0 couples to all others by vg."""
    kn = 2 * np.pi * np.arange(-nmax, nmax + 1) / dt
    size, channels = len(kn), len(q_vectors)
    s_in = (D / dt) * np.sinc((kn[None, :] - kn[:, None]) * D / (2 * np.pi))
    ham = np.zeros((channels * size, channels * size), complex)
    s_vac = np.zeros_like(ham)
    over = np.zeros_like(ham)
    pairs, coefs = [], []
    for c, q in enumerate(q_vectors):
        q2 = float(np.dot(q, q))
        pair = vacuum_pair(ev - q2 / 2)
        ab = [[x / np.sqrt(dt) for x in matching(pair, kn, s)] for s in (1, -1)]
        pairs.append(pair)
        coefs.append(ab)
        b = slice(c * size, (c + 1) * size)
        s_out = sum(np.outer(A.conj(), A) + pair["norm"] * np.outer(B.conj(), B)
                    for A, B in ab)
        s_vac[b, b] = s_out
        over[b, b] = s_in + s_out
        ham[b, b] = ((kn[None, :] ** 2 + q2) / 2 - V0) * s_in + ev * s_out
        ham[b, b] += sum(np.outer(A.conj(), B) for A, B in ab)
    if vg != 0.0:
        b0 = slice(0, size)
        for c in range(1, channels):
            block = vg * s_in.astype(complex)
            if vacuum_coupling:
                tail = WEIGHT * vg * np.exp(-BETA * ZETA)
                table = (pairs[0]["funcs"] * tail) @ pairs[c]["funcs"].T
                for s in range(2):
                    for i in range(2):
                        for j in range(2):
                            block += table[i, j] * np.outer(
                                coefs[0][s][i].conj(), coefs[c][s][j])
            b = slice(c * size, (c + 1) * size)
            ham[b0, b] = block
            ham[b, b0] = block.conj().T
    return ham, over, s_vac


def levels_of(ham, over, count=3):
    return eigh((ham + ham.conj().T) / 2, over, eigvals_only=True)[:count]


# ---- exact planar levels from Bessel functions, an independent road ----
X0 = 2 * np.sqrt(2 * V0) / ALPHA


def bessel_mismatch(eps, parity):
    nu = 2 * np.sqrt(-2 * eps) / ALPHA
    u, du = jv(nu, X0), -(ALPHA / 2) * X0 * jvp(nu, X0)
    p = np.sqrt(2 * (eps + V0))
    c, s = np.cos(p * D / 2), np.sin(p * D / 2)
    return du * c + p * u * s if parity == 0 else du * s - p * u * c


def bessel_normalized(eps, z):
    nu = 2 * np.sqrt(-2 * eps) / ALPHA
    norm = np.sum(WEIGHT * jv(nu, X0 * np.exp(-ALPHA * ZETA / 2)) ** 2)
    return jv(nu, X0 * np.exp(-ALPHA * z / 2)) / np.sqrt(norm)


scan = np.linspace(-V0 + 1e-4, -0.01, 500)
roots = []
for parity in (0, 1):
    vals = [bessel_mismatch(e, parity) for e in scan]
    for i in range(len(scan) - 1):
        if vals[i] * vals[i + 1] < 0:
            roots.append(brentq(bessel_mismatch, scan[i], scan[i + 1],
                                args=(parity,), xtol=1e-14))
eps_exact = np.sort(roots)[:3]
parallel = float(K_BLOCH @ K_BLOCH) / 2
exact = eps_exact + parallel

print(f"film thickness D = {D:.1f} bohr, period Dt = {DT:.1f} bohr, nmax = {NMAX}")
print(f"V0 = {V0:.2f} hartree, tail ALPHA = {ALPHA:.2f} 1/bohr, Ev = {EV:.2f} hartree")
print(f"k = ({K_BLOCH[0]:.1f}, {K_BLOCH[1]:.1f}) 1/bohr, k^2/2 = {parallel:.4f} hartree")

# ---- vacuum functions for each parallel wave vector ----
G = 2 * np.pi / LATTICE
q_list = [K_BLOCH + G * np.array(m) for m in
          [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)]]
kn_test = 2 * np.pi * np.arange(-NMAX, NMAX + 1) / DT
print("at the face: |q| 1/bohr, eps hartree, then u, u', udot, udot', <udot|udot> (a.u.)")
worst_w = worst_match = 0.0
for q in q_list:
    eps = EV - float(q @ q) / 2
    pair = vacuum_pair(eps)
    u, du, ud, dud = pair["edge"]
    worst_w = max(worst_w, abs(u * dud - ud * du - 2))
    for side in (1, -1):
        A, B = matching(pair, kn_test, side)
        wave = np.exp(1j * side * kn_test * D / 2)
        worst_match = max(worst_match, np.max(abs(A * u + B * ud - wave)),
                          np.max(abs(side * (A * du + B * dud) - 1j * kn_test * wave)))
    step = 1e-4
    difference = (bessel_normalized(eps + step, ZETA)
                  - bessel_normalized(eps - step, ZETA)) / (2 * step)
    assert np.max(abs(pair["funcs"][0] - bessel_normalized(eps, ZETA))) < 1e-7
    assert np.max(abs(pair["funcs"][1] - difference)) < 1e-5
    print(f"  {np.linalg.norm(q):.4f} {eps:.4f} {u:.5f} {du:.5f} {ud:.5f} {dud:.5f}"
          f" {pair['norm']:.5f}")
assert worst_w < 1e-7 and worst_match < 1e-6
print(f"largest deviation of the Wronskian from 2: {worst_w:.1e}")
print(f"largest mismatch of value or slope (a.u.): {worst_match:.1e}")

pair0 = vacuum_pair(EV - parallel)
k3 = 2 * np.pi * 3 / DT
A3, B3 = matching(pair0, k3, 1)
print(f"n = 3, K = 0, upper face: kn = {k3:.5f} 1/bohr")
print(f"  A = {A3.real:.5f} {A3.imag:+.5f} i, B = {B3.real:.5f} {B3.imag:+.5f} i (a.u.)")

# ---- planar film: Hermiticity and levels ----
ham, over, s_vac = film([K_BLOCH], EV)
s_inside = over - s_vac
kin = kn_test[None, :] ** 2 / 2 * s_inside
inner_defect = np.max(abs(kin - kin.conj().T))
total_defect = np.max(abs(ham - ham.conj().T))
assert inner_defect > 1e-2 and total_defect < 1e-7
print(f"non-Hermitian part, interstitial alone: {inner_defect:.4f} hartree")
print(f"non-Hermitian part, whole matrix: {total_defect:.1e} hartree")
planar = levels_of(ham, over)
assert np.all(planar - exact > -1e-7) and np.all(planar - exact < 1e-3)
print("planar levels: film basis, exact (hartree), error (hartree)")
for a, b in zip(planar, exact):
    print(f"  {a:.7f} {b:.7f} {a - b:.1e}")
print(f"third planar level, film basis: {planar[2] * HARTREE_EV:.4f} eV")

# ---- energy parameter on the level: vacuum weight and remaining error ----
ham, over, s_vac = film([K_BLOCH], exact[2])
energies, vectors = eigh((ham + ham.conj().T) / 2, over)
vec = vectors[:, 2]
weight = float((vec.conj() @ s_vac @ vec).real)
p = np.sqrt(2 * (eps_exact[2] + V0))
amplitude = bessel_normalized(eps_exact[2], 0.0) / np.cos(p * D / 2)
inside = amplitude ** 2 * (D / 2 + np.sin(p * D) / (2 * p))
weight_exact = 2 / (2 + inside)
base = energies[2] - exact[2]
assert abs(base) < 1e-6 and abs(weight - weight_exact) < 5e-4
print(f"third level, Ev on the level: error {base:.1e} hartree")
print(f"vacuum weight: film basis {weight:.5f}, exact {weight_exact:.5f}")

# ---- order of the linearization error ----
mean_error = []
for delta in (0.03, 0.06):
    errs = [levels_of(*film([K_BLOCH], exact[2] + s * delta)[:2])[2]
            - exact[2] - base for s in (1, -1)]
    mean_error.append(np.mean(errs))
    print(f"|E - Ev| = {delta:.2f} hartree: mean error {mean_error[-1]:.3e} hartree")
order = np.log2(mean_error[1] / mean_error[0])
assert abs(order - 4) < 0.5
print(f"observed order of the energy error: {order:.2f}")

# ---- why Dt must exceed D ----
for dt, expected in ((DT, 4), (D, 2)):
    kn = 2 * np.pi * np.arange(-NMAX, NMAX + 1) / dt
    rows = np.array([x for s in (1, -1) for x in matching(pair0, kn, s)])
    sv = np.linalg.svd(rows, compute_uv=False)
    rank = int(np.sum(sv > 1e-9 * sv[0]))
    assert rank == expected
    print(f"Dt = {dt:.1f} bohr: independent vacuum amplitudes {rank}")
for nmax in (NMAX, 2 * NMAX):
    bad = levels_of(*film([K_BLOCH], EV, dt=D, nmax=nmax)[:2]) - exact
    assert bad[1] > 1e-4 and bad[2] > 1e-4
    print(f"Dt = D, nmax = {nmax}: errors of levels 2, 3: {bad[1]:.5f} {bad[2]:.5f} hartree")

# ---- corrugated film against a large-box sine basis with the same channels ----
BOX, NSINE = 50.0, 200
z, w = panel_quadrature(-BOX / 2, BOX / 2, 20)
j = np.arange(1, NSINE + 1)
sines = np.sqrt(2 / BOX) * np.sin(np.pi * np.outer(z + BOX / 2, j) / BOX)
outside = np.maximum(abs(z) - D / 2, 0.0)
v_planar = sines.T @ ((w * -V0 * np.exp(-ALPHA * outside))[:, None] * sines)
v_corr = sines.T @ ((w * VG * np.exp(-BETA * outside))[:, None] * sines)
ref = np.zeros((5 * NSINE, 5 * NSINE))
for c, q in enumerate(q_list):
    b = slice(c * NSINE, (c + 1) * NSINE)
    ref[b, b] = v_planar + np.diag((np.pi * j / BOX) ** 2 / 2 + float(q @ q) / 2)
    if c > 0:
        ref[:NSINE, b] = v_corr
        ref[b, :NSINE] = v_corr
reference = eigh(ref, eigvals_only=True, subset_by_index=[0, 2])
full = levels_of(*film(q_list, EV, vg=VG)[:2])
partial = levels_of(*film(q_list, EV, vg=VG, vacuum_coupling=False)[:2])
assert np.all(full - reference > -1e-6) and np.all(full - reference < 5e-4)
assert abs(full[2] - reference[2]) < 0.5 * abs(partial[2] - reference[2])
print(f"corrugation VG = {VG:.2f} hartree, BETA = {BETA:.1f} 1/bohr,"
      f" a = {LATTICE:.1f} bohr, G = {G:.4f} 1/bohr")
print("levels: film basis, sine basis, film without vacuum corrugation (hartree)")
for a, b, c in zip(full, reference, partial):
    print(f"  {a:.6f} {b:.6f} {c:.6f}")
print(f"error of level 3 with / without vacuum corrugation: {full[2] - reference[2]:.1e}"
      f" / {partial[2] - reference[2]:.1e} hartree")
print(f"third corrugated level, film basis: {full[2] * HARTREE_EV:.4f} eV")
print("finished without a failed check")
```

It prints:

```
film thickness D = 10.0 bohr, period Dt = 13.0 bohr, nmax = 14
V0 = 0.50 hartree, tail ALPHA = 0.80 1/bohr, Ev = -0.30 hartree
k = (0.2, 0.1) 1/bohr, k^2/2 = 0.0250 hartree
at the face: |q| 1/bohr, eps hartree, then u, u', udot, udot', <udot|udot> (a.u.)
  0.2236 -0.3250 1.02907 -0.33333 -1.30321 2.36563 1.09620
  1.4601 -1.3659 1.70434 -2.37927 -0.38163 1.70623 0.04600
  1.0614 -0.8632 1.47332 -1.47247 -0.56369 1.92083 0.12663
  1.3713 -1.2402 1.65441 -2.16216 -0.41400 1.74996 0.05687
  1.1738 -0.9889 1.54011 -1.70965 -0.50183 1.85569 0.09372
largest deviation of the Wronskian from 2: 2.8e-13
largest mismatch of value or slope (a.u.): 9.4e-13
n = 3, K = 0, upper face: kn = 1.44997 1/bohr
  A = -0.10564 +1.51015 i, B = -0.51932 +0.56097 i (a.u.)
non-Hermitian part, interstitial alone: 0.9596 hartree
non-Hermitian part, whole matrix: 4.2e-15 hartree
planar levels: film basis, exact (hartree), error (hartree)
  -0.4473797 -0.4473885 8.8e-06
  -0.3665806 -0.3665825 1.9e-06
  -0.2401289 -0.2401329 4.0e-06
third planar level, film basis: -6.5342 eV
third level, Ev on the level: error 5.5e-12 hartree
vacuum weight: film basis 0.27690, exact 0.27690
|E - Ev| = 0.03 hartree: mean error 4.065e-07 hartree
|E - Ev| = 0.06 hartree: mean error 7.256e-06 hartree
observed order of the energy error: 4.16
Dt = 13.0 bohr: independent vacuum amplitudes 4
Dt = 10.0 bohr: independent vacuum amplitudes 2
Dt = D, nmax = 14: errors of levels 2, 3: 0.10010 0.00290 hartree
Dt = D, nmax = 28: errors of levels 2, 3: 0.09520 0.00271 hartree
corrugation VG = 0.08 hartree, BETA = 1.5 1/bohr, a = 5.0 bohr, G = 1.2566 1/bohr
levels: film basis, sine basis, film without vacuum corrugation (hartree)
  -0.479707 -0.479721 -0.479076
  -0.396524 -0.396537 -0.394262
  -0.265732 -0.265746 -0.261801
error of level 3 with / without vacuum corrugation: 1.4e-05 / 3.9e-03 hartree
third corrugated level, film basis: -7.2309 eV
finished without a failed check
```
